Steady Channelling Energy Release for a Film Elastically Matched to Its Substrate

**Form of the answer**

A film of thickness h carries a uniform tension σ and has the same isotropic elastic constants as its thick substrate, which is initially unstressed. A crack spans the film from its free surface to the interface and runs sideways as a long channel. Linear elasticity makes the released energy quadratic in σ and inversely proportional to a modulus. Once the channel is long, h is the one length left. Energy per unit new crack area must therefore have the form

G_ss = ω σ²h/E′,  E′ = E/(1−ν²),

with ω a pure number. The derivation below shows that Poisson's ratio ν enters through the plane-strain modulus E′ alone, and that

ω = (π/2)Y² = 1.976,  Y = 1.1215.

Here σ is the film stress normal to the crack plane. If it comes from an equal-biaxial misfit strain ε, then σ = Eε/(1−ν). The modulus in the release formula is still E′, not the biaxial modulus.

The result assumes small strains, open and traction-free crack faces, no debonding, and a crack that stops at the interface.

**From the channel to an edge crack**

Before cracking, the film is stressed and the substrate is not. This state is in equilibrium, because the film stress puts no traction on the free surface or on the interface. Cutting a crack of depth a ≤ h removes the tension σ from its faces. The added field is therefore that of a uniform half-space whose crack faces carry σ_yy = −σ, where y is normal to the crack. The absence of initial stress below the interface does not matter while a ≤ h.

Consider first a crack of depth a that is infinitely long, so that the added field is plane strain. Let r be depth below the surface and δ(r) the full opening. Reduce the face traction slowly from σ to zero with the distant edges held. The opening grows linearly from zero to δ, so the energy released per unit length is

W(a) = ½σ ∫₀ᵃ δ dr.

As a is the only length, W is proportional to a². The edge-crack release G(a) = dW/da is then proportional to a.

Now let a long channel advance by dz. The field around its front moves along unchanged. The net effect is to replace a slice of uncracked film far ahead by a slice of fully cracked film far behind. This releases W(h)dz and creates a crack area h dz, so

G_ss = W(h)/h = (1/h)∫₀ʰ G(a) da.

The integral describes an imagined downward growth of an edge crack. Its integrand is not the local release at depth a on the channel front. G_ss is the depth average of that local release, and it equals the local value if the front has taken a shape that makes the release uniform. What remains is to find W.

**Stress and opening on the crack line**

By symmetry only y > 0 is needed. Use polar coordinates centred where the crack meets the surface, with θ = 0 along the crack line and θ = π/2 along the free surface. Let u be u_θ on θ = 0, so that δ = 2u. Define

Σ(s) = ∫₀^∞ σ_θθ(r,0) r^(s−1) dr,
D(s) = ∫₀^∞ (du/dr) r^(s−1) dr.

The inverse transforms are sums of powers r^(−s), so the ratio Σ/D can be found for one power at a time. Take the Airy function r^(2−s)F(θ). Its stresses are

σ_θθ = (2−s)(1−s) r^(−s) F,
σ_rθ = −(1−s) r^(−s) F′,
σ_rr = r^(−s) [(2−s)F + F″].

The biharmonic equation allows sines and cosines of sθ and (2−s)θ. With ψ = π/2−θ, the combination with F = F′ = 0 on the free surface is

F = A[cos sψ − cos(2−s)ψ] + B[(2−s) sin sψ − s sin(2−s)ψ].

Write S = sin(πs/2) and C = cos(πs/2). At ψ = π/2, sin(2−s)ψ = S and cos(2−s)ψ = −C. Zero shear on the crack line requires dF/dψ = 0 there:

2(1−s)S A + 2s(2−s)C B = 0.

Choose A = s(2−s)C and B = −(1−s)S. Since s(2−s) = 1−(1−s)²,

F(θ=0) = 2C A + 2(1−s)S B
= 2[s(2−s)C² − (1−s)²S²]
= 2[C² − (1−s)²].

For the displacement, start from the shear strain,

2r ε_rθ = ∂u_r/∂θ + r ∂u_θ/∂r − u_θ.

Differentiate with respect to r and use ε_rr = ∂u_r/∂r:

∂(2r ε_rθ)/∂r = ∂ε_rr/∂θ + r ∂²u_θ/∂r².

The left side vanishes on θ = 0. In plane strain ε_rr = [σ_rr − νσ_θθ/(1−ν)]/E′. As F′ = 0 on this line, ∂ε_rr/∂θ = r^(−s)F‴/E′, and ν has dropped out apart from E′. For du/dr = D r^(−s), the second-derivative term is −sD r^(−s), hence

D = F‴(θ=0)/(sE′).

Three derivatives with respect to ψ, with q = 1−s, give

d³F/dψ³ = A S[s³−(2−s)³] − B s(2−s)C[s²+(2−s)²]
= s(2−s)SC {−6q−2q³ + q(2+2q²)}
= −4q s(2−s)SC.

An odd derivative changes sign between ψ and θ, so D = 4(1−s)(2−s)SC/E′. Dividing Σ = 2(2−s)(1−s)[C²−(1−s)²] by this, and using 2SC = sin πs,

Σ(s) = E′D(s) [cos²(πs/2) − (1−s)²]/sin πs.

A separate solution by complex potentials, at four values of s, agrees with this relation to rounding error.

**Wiener–Hopf solution**

Set a = 1 and s = 1+z. On r < 1 the stress is −σ, with transform −σ/(1+z). Let Σ_out be the transform of the stress on r > 1, where u = 0. The loads have no net force, so the distant stress falls at least as fast as r^(−2) and Σ_out is analytic for Re z < 1. The slope du/dr is finite at the mouth, so D is analytic for Re z > −1.

Since cos²(πs/2) = sin²(πz/2) and sin πs = −sin πz = −2 sin²(πz/2)/tan(πz/2),

Σ_out − σ/(1+z) = −(E′/2) D tan(πz/2) H(z),
H(z) = 1 − z²/sin²(πz/2).

On the imaginary axis H(iη) = 1−η²/sinh²(πη/2). It is positive, rises from 1−4/π² at η = 0, and tends to 1. For Re z > 0 define

ln H₊(z) = (1/2π)∫ ln H(iη)/(z−iη) dη, over all real η,
= (z/π)∫₀^∞ ln H(iη)/(η²+z²) dη,

where the second form uses the evenness of H. As z approaches iη₀ from the right and −z is formed from the left-hand approach to the same point, ln H₊(z)+ln H₊(−z) becomes the integral of ln H(iη) against (1/π)κ/[κ²+(η−η₀)²], with κ → 0. This peak has unit area, so H = H₊(z)H₊(−z) on the axis. H₊ is analytic and nonzero on the right and tends to 1 at large z.

The reflection formula for the gamma function splits the tangent:

tan(πz/2) = R(z)L(z),
R = Γ((1+z)/2)/Γ(z/2),
L = Γ((1−z)/2)/Γ(1−z/2).

R is analytic on the right, with a zero at z = 0. L is analytic and nonzero on the left. At large argument R ≈ (z/2)^½ and L ≈ (−z/2)^(−½). Put N(z) = L(z)H₊(−z), for which N(−1) = 2H₊(1)/√π. Divide the equation by −N and subtract the pole at z = −1:

(E′/2)D R H₊ − σ/[(1+z)N(−1)]
= [σ/(1+z)][1/N(z) − 1/N(−1)] − Σ_out/N(z).

The first line is analytic for Re z > 0, the second for Re z < 0, and they agree on the axis. Together they form a function analytic everywhere. Inverse-square-root behaviour of du/dr and of the stress at the tip makes D and Σ_out fall as |z|^(−½), so this function is bounded and is therefore a constant c. At z = 0, R vanishes while D stays finite, which gives c = −σ/N(−1). Hence

(E′/2) D(z)R(z)H₊(z) = −(√π/2) σY z/(1+z),  Y = 1/H₊(1).

The constant follows from the integral, whose value is −0.3603:

Y = exp{−(1/π)∫₀^∞ ln[1−η²/sinh²(πη/2)] dη/(1+η²)}
= exp(0.3603/π) = 1.1215.

In an implementation, use the limit ln(1−4/π²) for the logarithm at η = 0. The integrand decays exponentially, and a cutoff at η = 30 was used here.

**Energy, tip intensity and mouth opening**

The energy needs z = 1. Integration by parts with u(1) = 0 gives D(1) = −∫₀¹ u dr. Also R(1) = 1/√π, so

(E′/2) D(1)/(√π Y) = −(√π/4)σY,
D(1) = −(π/2)Y²σ/E′.

Since δ = 2u, restoring a gives ∫₀ᵃ δ dr = πY²σa²/E′. Therefore

W(a) = (π/2)Y²σ²a²/E′,
G(a) = πY²σ²a/E′ = 3.952 σ²a/E′,
G_ss = W(h)/h = (π/2)Y²σ²h/E′ = 1.976 σ²h/E′.

The tip intensity K is defined by the stress K/√(2πρ) at a small distance ρ ahead of the tip. Its transform at large negative z is K/√(−2z). The second line of the split equation gives Σ_out → σN(z)/N(−1) = σY√π/√(−2z). Thus K = Yσ√(πa), and comparison with G(a) gives G = K²/E′.

At z = 0, D(0) = −u(0), R ≈ √π z/2 and H₊(0) = √(1−4/π²). The full mouth opening is

δ₀ = 2u(0) = 4Yσa/[E′√(1−4/π²)] = 5.817 σa/E′.

Plane-strain finite elements, which use none of these formulas, give 1.9752 for the steady coefficient and 5.816 for the mouth coefficient. Both agree with the derivation to better than 0.1%. The steady coefficient changed by 0.0045 between the coarse and fine meshes. The opening 0.011h behind the tip gives Y = 1.119.

**Short channels and the arrest condition**

The steady formula needs a long channel. A three-dimensional calculation took a surface channel with two straight, film-deep fronts and measured its length from the centre to one front. Poisson's ratio was 0.3, and the elements were coarse, 0.5h long along the channel. Extending the half-length from 0.5h to 1.0h released about 0.70 of the plane-strain energy per unit advance. In a separate run, not listed in the output, refining the elements near the crack to h/16 raises this ratio by about 0.02, to 0.72. The converged value is 0.72 to two digits. From 5.0h to 5.5h the coarse-mesh ratio was 0.997; the converged value is about 0.002 lower. The reference was the plane-strain energy on the same cross-section mesh. For this geometry, the steady value overestimates the mean release of a short channel.

Arrest at the interface is a separate condition. At full depth the edge-crack release is G(h) = 2G_ss. A film-deep crack far behind the front will enter the substrate unless the fracture energy there exceeds this value. At the onset of channelling, G_ss equals the film's fracture energy Γ, so the substrate must then have more than 2Γ.

If film and substrate have equal fracture energy, the channel can deepen. For a > h, still with tension in the film alone, the average release is W(a)/a, and

d(W/a)/da = [G(a) − W/a]/a.

This is positive at a = h, so the average first rises with depth. The finite-element scan found a largest value of 2.07 σ²h/E′ near a = 1.2h, which is 5.0% above the film-deep value. The scan varied h/a in steps of 0.05, so the depth is approximate.

**Example: polycrystalline silicon on a silicon wafer**

Take h = 2 µm, σ = 400 MPa, E = 160 GPa, ν = 0.22 and a fracture toughness K_c = 1 MPa√m. These are rough inputs. Then

E′ = 160/(1−0.22²) = 168.1 GPa,
σ²h/E′ = (400×10⁶)² × (2×10⁻⁶)/(168.1×10⁹) = 1.903 J/m²,
G_ss = 1.976 × 1.903 = 3.76 J/m²,
Γ = K_c²/E′ = 5.95 J/m².

In this model the film does not channel, since G_ss < Γ. The margin is modest: the same film would channel if K_c were below √(1.976h) σ = 0.80 MPa√m, only 20% under the rough input. At the same stress and toughness the critical thickness is

h_c = K_c²/(1.976σ²) = 3.16 µm.

E′ cancels when K_c is the given quantity. If the substrate is equally tough and the crack may deepen, h_c falls to 3.01 µm. For the 2 µm film a film-deep crack would open by δ₀ = 28 nm at its mouth. Its release at the interface would be 7.52 J/m², above Γ, so a long pre-existing crack of that depth would enter an equally tough substrate even though it could not run sideways. The substrate carries no tension, so the release drops steeply below the interface and falls to Γ after about 0.02h, roughly 50 nm, where the crack stops. With K_c above 1.12 MPa√m it would not enter at all.

Stress in real polysilicon depends strongly on deposition and annealing. A tension of 400 MPa is high, and a film in compression does not meet the open-crack assumption. A free wafer of thickness H = 725 µm also bows. The film force per width σh acts at its surface and produces a direct stress −σh/H and a bending stress −3σh/H there, which lowers the film stress by 4h/H = 1.1% and G_ss by about 2%. Rough single-crystal values of E run from about 130 GPa along ⟨100⟩ to about 190 GPa along ⟨111⟩, roughly 20% below and above the value used. At fixed stress and ν, inserting the lower value in the isotropic formula raises G_ss by a little over 20%, and inserting the upper one lowers it by roughly 15%. This is a measure of sensitivity, not an anisotropic solution, and a generous one. The modulus K²/G of a plane-strain crack in single-crystal silicon averages over directions. For common low-index crack orientations it lies between about 163 and 181 GPa, within 8% of the E′ used. Heating by 100 K lowers the modulus by roughly 0.6%, and the elastic strain is of order σ/E′ = 0.24%. Both effects are small beside this spread in E. An oxide layer beneath the polysilicon would break the elastic match, and its effect is not included in these estimates.

The numerical output below lists the computed values.

Numbers as computed

```
FORMULAS (dimensionless)
factor integral               -0.360300
Y = K/(sigma sqrt(pi a))      1.121522
edge release coeff. pi Y^2    3.95153
steady coeff. (pi/2) Y^2      1.97577
mouth opening coefficient     5.81719
TESTS (dimensionless)
quarter-plane max rel. error  7.8e-16
2D FEM steady coeff., fine    1.97515
2D FEM steady coeff., coarse  1.97068
mesh shift fine - coarse      0.00446
2D FEM mouth coefficient      5.81630
2D FEM Y from tip opening     1.1191
distance from tip used / h    0.0108
3D/2D release, half-length 0.5-1.0 h  0.6990
3D/2D release, half-length 5.0-5.5 h  0.9966
EXAMPLE INPUTS (rough typical values)
film thickness                2.00 um
film tension                  400 MPa
Young modulus                 160 GPa
Poisson ratio                 0.22
fracture toughness            1.00 MPa sqrt(m)
wafer thickness               725 um
EXAMPLE RESULTS
plane-strain modulus          168.14 GPa
sigma^2 h / E'                1.9032 J/m2
steady channelling release    3.760 J/m2
edge release at interface     7.521 J/m2
fracture energy K^2/E'        5.947 J/m2
critical film thickness       3.163 um
crack mouth opening           27.68 nm
NEGLECTED EFFECTS
penetrating channel: max coeff.       2.0735
  crack depth / h there (grid)        1.176
  rise over film-deep channel         5.0 %
  critical thickness if it penetrates 3.013 um
stress relief by thin wafer, 4h/H     1.10 %
silicon E along <100> (rough)         130 GPa
silicon E along <111> (rough)         189 GPa
  relative to E used                  -19 to +18 %
modulus loss for 100 K rise (rough)   0.6 %
elastic strain sigma/E'               0.238 %
```
